**Pair recombination with and without a field-squared signal**

The program tests the resonant recombination change $\Delta R=Gdw\Delta(\Delta+\Pi S)/[2K_pK_a(K_pK_a+wS)]$. Here $G$ is the pair formation rate, $d$ the dissociation rate, $w$ the resonant flip rate and $\Pi$ the product of the spin polarizations at formation; $K_p$ and $K_a$ are the parallel and antiparallel loss rates, $\Delta=K_a-K_p$ and $S=K_a+K_p$. It asserts agreement with a full density-matrix solution for detuned, exchange-coupled and strongly polarized pairs, and for exchanged singlet and triplet rates. It also asserts that the signal vanishes without dissociation, without spin selection, and for identical spins without local dephasing. A four-state calculation tests saturation and the effects of slow and fast spin-lattice relaxation. Between 0.1 and 0.3 T at 5 K, the output gives a field exponent of 0.0025 without relaxation and 1.998 with fast relaxation. At 300 K and 0.3 T, the field-independent and polarization terms are equal at a total relaxation flip rate of about $1.35\times10^5\ \mathrm{ms^{-1}}$.

## Program and output

```python
"""Spin-dependent recombination of exclusive pairs (Kaplan-Solomon-Mott).

Result under test, for pair formation rate G = 1:
 dR = d*w*D*(D + Pi*S) / (2*Kp*Ka*(Kp*Ka + w*S))
 Kp = rT+d, Ka = (rS+rT)/2+d : loss rates of parallel, antiparallel pairs
 D = Ka-Kp, S = Ka+Kp; rS, rT : singlet, triplet recombination rates
 d : dissociation rate; w : resonant flip rate of spin a
 Pi = Pa*Pb : product of the spin polarizations at pair formation
The field-independent D term shows that dR need not scale as B squared.
Fast spin-lattice relaxation (flip rate u = ua+ub) restores that scaling.
All rates and angular frequencies are in 1/ms. "Up" is thermally favoured.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const

mp.mp.dps = 40
sx = np.array([[0, 1], [1, 0]], complex) / 2
sy = np.array([[0, -1j], [1j, 0]], complex) / 2
sz = np.array([[1, 0], [0, -1]], complex) / 2
one2, one4 = np.eye(2), np.eye(4)
A = [np.kron(s, one2) for s in (sx, sy, sz)]
B = [np.kron(one2, s) for s in (sx, sy, sz)]
exchange = sum(a @ b for a, b in zip(A, B))
singlet = one4 / 4 - exchange


def density_R(rS, rT, d, omega1, split, offset=0.0, J=0.0,
              gamma=0.0, Pa=0.0, Pb=0.0):
    """Steady recombination from the complete pair density matrix."""
    H = offset * A[2] + (offset + split) * B[2]
    H = H + omega1 * (A[0] + B[0]) + J * exchange
    recomb = rS * singlet + rT * (one4 - singlet)
    loss = recomb + d * one4
    L = -1j * (np.kron(H, one4) - np.kron(one4, H.T))
    L -= 0.5 * (np.kron(loss, one4) + np.kron(one4, loss.T))
    for z in (2 * A[2], 2 * B[2]):
        L += gamma / 2 * (np.kron(z, z.T) - np.eye(16))
    born = np.kron(np.diag([1 + Pa, 1 - Pa]) / 2,
                   np.diag([1 + Pb, 1 - Pb]) / 2)
    rho = np.linalg.solve(L, -born.reshape(-1)).reshape(4, 4)
    return float(np.trace(recomb @ rho).real)


def density_change(rS, rT, d, omega1, split, **kw):
    return (density_R(rS, rT, d, omega1, split, **kw)
            - density_R(rS, rT, d, 0.0, split, **kw))


def loss_rates(rS, rT, d):
    return rT + d, (rS + rT) / 2 + d


def formula_change(rS, rT, d, w, Pi=0.0):
    Kp, Ka = loss_rates(rS, rT, d)
    D, S = Ka - Kp, Ka + Kp
    return d * w * D * (D + Pi * S) / (2 * Kp * Ka * (Kp * Ka + w * S))


def flip_rate(rS, rT, d, omega1, detuning=0.0, gamma=0.0):
    width = sum(loss_rates(rS, rT, d)) / 2 + gamma
    return omega1**2 * width / (2 * (width**2 + detuning**2))


def four_state_R(rS, rT, d, w, ua=0, ub=0, Pa=0, Pb=0):
    """High-precision populations of uu, ud, du, dd with thermal flips."""
    rS, rT, d, w, ua, ub, Pa, Pb = map(
        mp.mpf, (rS, rT, d, w, ua, ub, Pa, Pb))
    r = [rT, (rS + rT) / 2, (rS + rT) / 2, rT]
    M, born = mp.matrix(4, 4), mp.matrix(4, 1)
    for i in range(4):
        sa, sb = (1 if i < 2 else -1), (1 if i % 2 == 0 else -1)
        born[i] = (1 + sa * Pa) * (1 + sb * Pb) / 4
        M[i, i] += r[i] + d
        for j, rate in ((i ^ 2, w + ua * (1 - sa * Pa)),
                        (i ^ 1, ub * (1 - sb * Pb))):
            M[i, i] += rate
            M[j, i] -= rate
    n = mp.lu_solve(M, born)
    return sum(r[i] * n[i] for i in range(4))


def four_state_change(rS, rT, d, w, **kw):
    return float(four_state_R(rS, rT, d, w, **kw)
                 - four_state_R(rS, rT, d, 0, **kw))


def close(value, reference, tolerance):
    assert abs(value - reference) <= tolerance * abs(reference), (
        value, reference)


def polarization(g, field, temperature):
    muB = const.physical_constants["Bohr magneton"][0]
    return float(np.tanh(g * muB * field / (2 * const.k * temperature)))


# Model parameters and basic results
rS, rT, d = 1.0, 0.02, 0.2
rates = (rS, rT, d)
Kp, Ka = loss_rates(*rates)
D, S = Ka - Kp, Ka + Kp
R_off = density_R(*rates, 0.0, 1e5)
close(R_off, 1 - d / 2 * (1 / Kp + 1 / Ka), 1e-6)

# Coherent drive, detuning, exchange, polarization and reversed rates.
# Tolerance covers the small off-resonant response of spin b.
cases = [(rates, {}, 0.0), (rates, {"offset": 0.5}, 0.5),
         (rates, {"J": 0.6}, 0.3), (rates, {"Pa": 0.6, "Pb": 0.5}, 0.0),
         ((0.02, 1.0, 0.2), {}, 0.0)]
for values, options, detuning in cases:
    numeric = density_change(*values, 1.0, 1e4, **options)
    w_case = flip_rate(*values, 1.0, detuning)
    Pi_case = options.get("Pa", 0.0) * options.get("Pb", 0.0)
    close(numeric, formula_change(*values, w_case, Pi_case), 1e-3)
reversed_change = density_change(0.02, 1.0, 0.2, 1.0, 1e4)
assert reversed_change > 0

# Necessary ingredients and the limit of identical spins
no_dissociation = density_change(rS, rT, 0.0, 1.0, 1e4)
no_selection = density_change(0.5, 0.5, d, 1.0, 1e4)
identical = density_change(*rates, 100.0, 0.0)
dephased = density_change(*rates, 100.0, 0.0, gamma=1000.0)
assert max(map(abs, (no_dissociation, no_selection, identical))) < 1e-7
assert dephased > 0.1

# Saturation and its half point
saturated = four_state_change(*rates, 1e12)
w_half = Kp * Ka / S
close(saturated, d * D**2 / (2 * Kp * Ka * S), 1e-9)
close(four_state_change(*rates, w_half), saturated / 2, 1e-9)

# A spin-lattice flip rate comparable with pair loss lowers the signal
omega1, gamma = 100.0, 1000.0
w = flip_rate(*rates, omega1, gamma=gamma)
u_slow = 1.0
relaxed = four_state_change(*rates, w, ua=u_slow / 2, ub=u_slow / 2)
close(relaxed, formula_change(*rates, w + u_slow)
      - formula_change(*rates, u_slow), 1e-10)
assert relaxed < formula_change(*rates, w)

# Field scans without relaxation and with fast relaxation
ga, gb, temperature = 2.005, 2.000, 5.0
u_fast = 1e5
muB = const.physical_constants["Bohr magneton"][0]


def fast_formula(Pi, u, w):
    ua = u / 2
    return 2 * d * D / S**2 * (Pi * w / (ua + w)
                              + D * w / (4 * u * (u + w)))


fields, scan = (0.1, 0.3, 1.0), []
for field in fields:
    Pa = polarization(ga, field, temperature)
    Pb = polarization(gb, field, temperature)
    split = (ga - gb) * muB * field / const.hbar / 1000
    opts = {"gamma": gamma, "Pa": Pa, "Pb": Pb}
    slow = density_change(*rates, omega1, split, **opts)
    base = density_R(*rates, 0.0, split, **opts)
    fast = four_state_change(*rates, w, ua=u_fast / 2, ub=u_fast / 2,
                             Pa=Pa, Pb=Pb)
    close(slow, formula_change(*rates, w, Pa * Pb), 1e-3)
    # The fast formula omits corrections of relative order Pi.
    close(fast, fast_formula(Pa * Pb, u_fast, w), 0.025)
    scan.append((field, Pa * Pb, split, slow, slow / base, fast))

slope_slow = np.log(scan[1][3] / scan[0][3]) / np.log(3)
slope_fast = np.log(scan[1][5] / scan[0][5]) / np.log(3)
assert abs(slope_slow) < 0.01
assert abs(slope_fast - 2) < 0.02

# Equal field-independent and polarization terms at room temperature
Pa300, Pb300 = (polarization(g, 0.3, 300.0) for g in (ga, gb))
u_star = D / (8 * Pa300 * Pb300)
total = four_state_change(*rates, w, ua=u_star / 2, ub=u_star / 2,
                          Pa=Pa300, Pb=Pb300)
field_free = four_state_change(*rates, w, ua=u_star / 2, ub=u_star / 2)
close(total / field_free, 2.0, 2e-3)

print(f"singlet recombination rate rS = {rS:.2f} 1/ms")
print(f"triplet recombination rate rT = {rT:.2f} 1/ms")
print(f"dissociation rate d = {d:.2f} 1/ms")
print(f"parallel loss rate Kp = {Kp:.3f} 1/ms")
print(f"antiparallel loss rate Ka = {Ka:.3f} 1/ms")
print(f"difference D = {D:.3f} 1/ms; sum S = {S:.3f} 1/ms")
print(f"off-resonance R/G, unpolarized = {R_off:.5f} (no unit)")
print(f"saturated dR/G, unpolarized = {saturated:.5f} (no unit)")
print(f"saturated dR/R, unpolarized = {saturated / R_off:.5f} (no unit)")
print(f"half-saturation flip rate = {w_half:.5f} 1/ms")
print(f"drive omega1 = {omega1:.1f} rad/ms")
print(f"local dephasing gamma = {gamma:.1f} 1/ms")
print(f"resonant flip rate w = {w:.5f} 1/ms")
print(f"unpolarized dR/G at this w = {formula_change(*rates, w):.5f}")
print(f"slow relaxation flip rate u = {u_slow:.2f} 1/ms")
print(f"dR/G with slow relaxation = {relaxed:.5f} (no unit)")
print(f"dR/G with rS and rT exchanged = {reversed_change:.5f} (omega1=1)")
print(f"|dR/G| for d=0 = {abs(no_dissociation):.1e} (numerical zero)")
print(f"|dR/G| for rS=rT = {abs(no_selection):.1e} (numerical zero)")
print(f"|dR/G| for identical spins = {abs(identical):.1e} (numerical zero)")
print(f"dR/G for identical spins with dephasing = {dephased:.5f}")
print(f"g values = {ga:.3f}, {gb:.3f}; temperature = {temperature:.1f} K")
print(f"fast relaxation flip rate u = {u_fast:.1e} 1/ms")
for field, Pi, split, slow, relative, fast in scan:
    print(f"B = {field:.1f} T: Pi = {Pi:.4e}, split = {split:.4e} rad/ms")
    print(f"  no relaxation: dR/G = {slow:.5f}, dR/R = {relative:.5f}")
    print(f"  fast relaxation: dR/G = {fast:.4e} (no unit)")
print(f"field exponent 0.1-0.3 T, no relaxation = {slope_slow:.4f}")
print(f"field exponent 0.1-0.3 T, fast relaxation = {slope_fast:.4f}")
print(f"Pi at 300 K and 0.3 T = {Pa300 * Pb300:.4e} (no unit)")
print(f"crossover u* at 300 K and 0.3 T = {u_star:.4e} 1/ms")
print(f"total/field-free signal at u* = {total / field_free:.5f}")
print("every check passed")
```

Running it gives:

```
singlet recombination rate rS = 1.00 1/ms
triplet recombination rate rT = 0.02 1/ms
dissociation rate d = 0.20 1/ms
parallel loss rate Kp = 0.220 1/ms
antiparallel loss rate Ka = 0.710 1/ms
difference D = 0.490 1/ms; sum S = 0.930 1/ms
off-resonance R/G, unpolarized = 0.40461 (no unit)
saturated dR/G, unpolarized = 0.16528 (no unit)
saturated dR/R, unpolarized = 0.40850 (no unit)
half-saturation flip rate = 0.16796 1/ms
drive omega1 = 100.0 rad/ms
local dephasing gamma = 1000.0 1/ms
resonant flip rate w = 4.99768 1/ms
unpolarized dR/G at this w = 0.15991
slow relaxation flip rate u = 1.00 1/ms
dR/G with slow relaxation = 0.01927 (no unit)
dR/G with rS and rT exchanged = 0.00797 (omega1=1)
|dR/G| for d=0 = 1.1e-16 (numerical zero)
|dR/G| for rS=rT = 1.1e-16 (numerical zero)
|dR/G| for identical spins = 1.7e-16 (numerical zero)
dR/G for identical spins with dephasing = 0.16244
g values = 2.005, 2.000; temperature = 5.0 K
fast relaxation flip rate u = 1.0e+05 1/ms
B = 0.1 T: Pi = 1.8091e-04, split = 4.3971e+04 rad/ms
  no relaxation: dR/G = 0.15997, dR/R = 0.39542
  fast relaxation: dR/G = 4.1120e-09 (no unit)
B = 0.3 T: Pi = 1.6266e-03, split = 1.3191e+05 rad/ms
  no relaxation: dR/G = 0.16040, dR/R = 0.39694
  fast relaxation: dR/G = 3.6918e-08 (no unit)
B = 1.0 T: Pi = 1.7877e-02, split = 4.3971e+05 rad/ms
  no relaxation: dR/G = 0.16533, dR/R = 0.41437
  fast relaxation: dR/G = 4.1264e-07 (no unit)
field exponent 0.1-0.3 T, no relaxation = 0.0025
field exponent 0.1-0.3 T, fast relaxation = 1.9978
Pi at 300 K and 0.3 T = 4.5233e-07 (no unit)
crossover u* at 300 K and 0.3 T = 1.3541e+05 1/ms
total/field-free signal at u* = 1.99997
every check passed
```
